# Classical Escape of Isotropic Free Electrons over a Step Barrier: a numerical check

```python
"""Classical escape of isotropic free electrons over a potential step.
Result under test: f = (1 - sqrt(B/E))/2 for E >= B, otherwise zero.
E = kinetic energy, B = step height, both from the emitter band bottom (eV).
f = fraction of ALL electrons whose direction permits escape in one attempt.
c = cosine of the angle between velocity and outward interface normal.
Example: aluminium gate on SiO2, with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar


def escape_fraction(energy, barrier):
    if energy <= barrier:
        return 0.0
    return 0.5 * (1 - np.sqrt(barrier / energy))


def crosses(normal_velocity, barrier):
    """Newtonian motion, unit mass, over a smooth rise of unit width."""
    dt = 0.004
    z = np.zeros_like(normal_velocity)
    v = normal_velocity.copy()

    def force(position):
        inside = np.clip(position, 0, 1)
        return -0.5 * np.pi * barrier * np.sin(np.pi * inside)

    acceleration = force(z)
    for _ in range(800):
        v += 0.5 * dt * acceleration
        z += dt * v
        acceleration = force(z)
        v += 0.5 * dt * acceleration
    return z > 1


# Inputs: rough typical values for the Al/SiO2 case
fermi = 11.7             # eV
barrier_fermi = 3.2      # eV above the Fermi level
photon = 4.5             # eV
field_MV_cm = 1.0
breakdown_MV_cm = 10.0
eps_optical = 2.15
mass_ratio = 0.5         # oxide mass / metal mass
path_metal = 5.0         # nm
depth = 5.0              # nm
path_oxide = 3.0         # nm
temperature = 300.0      # K

E = fermi + photon
B = fermi + barrier_fermi
f = escape_fraction(E, B)
c0 = np.sqrt(B / E)
flux_fraction = 1 - B / E

# Isotropic directions and real trajectories test both counting laws
rng = np.random.default_rng(12)
number = 100000
vectors = rng.standard_normal((number, 3))
cosines = vectors[:, 2] / np.linalg.norm(vectors, axis=1)
for ratio in (E / B, 2.0, 4.0):
    energy = ratio * B
    escaped = crosses(np.sqrt(2 * energy) * cosines, B)
    expected = escape_fraction(energy, B)
    sigma = np.sqrt(expected * (1 - expected) / number)
    assert abs(escaped.mean() - expected) < 4 * sigma
    forward = cosines > 0
    weight = cosines[forward]
    hit = escaped[forward]
    flux_sampled = np.sum(weight * hit) / np.sum(weight)
    flux_expected = 1 - 1 / ratio
    spread = np.std(weight * (hit - flux_expected))
    flux_sigma = spread / (weight.mean() * np.sqrt(weight.size))
    assert abs(flux_sampled - flux_expected) < 4 * flux_sigma
    if ratio == E / B:
        f_sampled, flux_example = escaped.mean(), flux_sampled
    # A fine angle grid locates the critical direction much more sharply
    grid = np.linspace(0, 1, 4001)
    passed = crosses(np.sqrt(2 * energy) * grid, B)
    critical = grid[passed].min()
    assert abs(critical - np.sqrt(1 / ratio)) < 6e-4
    if ratio == E / B:
        critical_example = critical
assert not crosses(np.sqrt(2 * 0.9 * B) * grid, B).any()

threshold_estimate = (E - B) / (4 * B)
small = 1e-4 * B
assert abs(escape_fraction(B + small, B) / (small / (4 * B)) - 1) < 2e-4

# Unequal masses: count directions that leave positive normal energy
f_mass = 0.5 * (1 - np.sqrt(1 - mass_ratio * (1 - B / E)))
normal_left = E - B - E * (1 - cosines**2) / mass_ratio
counted = np.mean((cosines > 0) & (normal_left > 0))
assert abs(counted - f_mass) < 4 * np.sqrt(f_mass / number)

# Quantum reflection; wave numbers in 1/nm
k_squared_per_eV = 2 * const.m_e * const.e / const.hbar**2 * 1e-18


def step_transmission(normal_energy):
    k = np.sqrt(normal_energy)
    q = np.sqrt(max(normal_energy - B, 0))
    return 4 * k * q / (k + q)**2


def wave_transmission(width):
    """Integrate the Schroedinger equation over a smooth step."""
    k = np.sqrt(k_squared_per_eV * E)
    q = np.sqrt(k_squared_per_eV * (E - B))
    edge = 40 * width

    def slope(x, y):
        potential = B / (1 + np.exp(-x / width))
        return [y[1], -k_squared_per_eV * (E - potential) * y[0]]

    start = np.exp(1j * q * edge)
    solution = solve_ivp(slope, (edge, -edge), [start, 1j * q * start],
                         method="DOP853", rtol=1e-9, atol=1e-10,
                         max_step=width / 2)
    psi, derivative = solution.y[:, -1]
    incident = 0.5 * (psi + derivative / (1j * k)) 
    return q / (k * abs(incident)**2)


T_normal = step_transmission(E)
T_sharp = wave_transmission(0.001)
soft_width = 0.1         # nm, logistic width parameter
T_soft = wave_transmission(soft_width)
assert abs(T_sharp - T_normal) < 2e-3
assert T_soft > 0.99
f_quantum = 0.5 * quad(lambda c: step_transmission(E * c*c), c0, 1)[0]
assert f_quantum < f

# Image-force lowering, potential in eV and distance in nm
field = field_MV_cm * 0.1    # V/nm
image = const.e / (16 * np.pi * const.epsilon_0 * eps_optical) * 1e9
lowering = 2 * np.sqrt(image * field)
x_max = np.sqrt(image / field)
top = minimize_scalar(lambda x: image / x + field * x,
                      bounds=(0.1, 10), method="bounded",
                      options={"xatol": 1e-8})
assert abs(top.fun - lowering) < 1e-8
assert abs(top.x - x_max) < 1e-4
f_image = escape_fraction(E, B - lowering)
oxide_survival = np.exp(-x_max / path_oxide)

# WKB tunnelling just below the top of a sharp triangular barrier
kappa = np.sqrt(k_squared_per_eV)


def wkb_exponent(deficit):
    return 4 * kappa * deficit**1.5 / (3 * field)


trial = 0.2
action = 2 * quad(lambda x: kappa * np.sqrt(max(trial - field*x, 0)),
                  0, trial / field)[0]
assert abs(action / wkb_exponent(trial) - 1) < 1e-6
f_tunnel = 0.5 * quad(lambda d: np.exp(-wkb_exponent(d))
                      / (2 * np.sqrt(E * (B - d))), 0, 1)[0]

# Temperature, losses in the metal, and a flat excited-energy distribution
kT = const.k * temperature / const.e
f_thermal = escape_fraction(E + kT, B) - f
f_loss = 0.5 * quad(lambda c: np.exp(-depth/(path_metal*c)), c0, 1)[0]
f_average = (np.sqrt(E) - np.sqrt(B))**2 / (2 * photon)
average_quad = quad(lambda e: escape_fraction(e, B), B, E)[0] / photon
assert abs(f_average - average_quad) < 1e-10
wrong_zero = escape_fraction(photon, barrier_fermi)

print(f"Fermi energy (rough): {fermi:.1f} eV")
print(f"Barrier above Fermi level (rough): {barrier_fermi:.1f} eV")
print(f"Photon energy: {photon:.1f} eV")
print(f"Electron energy E: {E:.1f} eV")
print(f"Step height B: {B:.1f} eV")
print(f"Excess E-B: {E-B:.1f} eV")
print(f"B/E: {B/E:.5f} (no unit)")
print(f"Critical cosine, formula: {c0:.5f} (no unit)")
print(f"Critical cosine, trajectories: {critical_example:.5f} (no unit)")
print(f"Critical angle: {np.degrees(np.arccos(c0)):.2f} degrees")
print(f"Escape fraction f: {f:.5f} (no unit)")
print(f"Escape fraction f in percent: {100*f:.2f} %")
print(f"Sampled directions: {number} (count)")
print(f"Escape fraction, trajectories: {f_sampled:.5f} (no unit)")
print(f"Threshold estimate of f: {threshold_estimate:.5f} (no unit)")
print(f"Fraction of forward electrons: {2*f:.5f} (no unit)")
print(f"Fraction of incident flux: {flux_fraction:.5f} (no unit)")
print(f"Incident flux, trajectories: {flux_example:.5f} (no unit)")
print(f"f with wrong energy zero: {wrong_zero:.5f} (no unit)")
print(f"Oxide/metal mass ratio (rough): {mass_ratio:.2f} (no unit)")
print(f"f with unequal masses: {f_mass:.5f} (no unit)")
print(f"Sharp-step transmission, normal: {T_normal:.4f} (no unit)")
print(f"Same, wave integration: {T_sharp:.4f} (no unit)")
print(f"Soft-step width parameter: {soft_width:.2f} nm")
print(f"Soft-step transmission, normal: {T_soft:.4f} (no unit)")
print(f"f with sharp-step reflection: {f_quantum:.5f} (no unit)")
print(f"Reflection result / classical f: {f_quantum/f:.3f} (no unit)")
print(f"Oxide field: {field_MV_cm:.1f} MV/cm")
print(f"Breakdown field (rough): {breakdown_MV_cm:.0f} MV/cm")
print(f"Field/breakdown field: {field_MV_cm/breakdown_MV_cm:.2f} (no unit)")
print(f"Optical permittivity (rough): {eps_optical:.2f} (relative)")
print(f"Image-force lowering: {lowering:.3f} eV")
print(f"Distance to barrier maximum: {x_max:.2f} nm")
print(f"f with image-force lowering: {f_image:.5f} (no unit)")
print(f"Oxide mean free path (rough): {path_oxide:.1f} nm")
print(f"Survival to barrier maximum: {oxide_survival:.3f} (no unit)")
print(f"Added f by tunnelling (WKB): {f_tunnel:.5f} (no unit)")
print(f"Tunnelling addition / f: {f_tunnel/f:.3f} (no unit)")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Change of f for E+kT: {f_thermal:.5f} (no unit)")
print(f"Metal mean free path (rough): {path_metal:.1f} nm")
print(f"Excitation depth: {depth:.1f} nm")
print(f"f with inelastic loss in metal: {f_loss:.5f} (no unit)")
print(f"Loss result / classical f: {f_loss/f:.3f} (no unit)")
print(f"f averaged over flat energies: {f_average:.5f} (no unit)")
print(f"Flat-energy average / f: {f_average/f:.3f} (no unit)")
print("OK")
```

Printed output:

```
Fermi energy (rough): 11.7 eV
Barrier above Fermi level (rough): 3.2 eV
Photon energy: 4.5 eV
Electron energy E: 16.2 eV
Step height B: 14.9 eV
Excess E-B: 1.3 eV
B/E: 0.91975 (no unit)
Critical cosine, formula: 0.95904 (no unit)
Critical cosine, trajectories: 0.95900 (no unit)
Critical angle: 16.46 degrees
Escape fraction f: 0.02048 (no unit)
Escape fraction f in percent: 2.05 %
Sampled directions: 100000 (count)
Escape fraction, trajectories: 0.02037 (no unit)
Threshold estimate of f: 0.02181 (no unit)
Fraction of forward electrons: 0.04096 (no unit)
Fraction of incident flux: 0.08025 (no unit)
Incident flux, trajectories: 0.08023 (no unit)
f with wrong energy zero: 0.07836 (no unit)
Oxide/metal mass ratio (rough): 0.50 (no unit)
f with unequal masses: 0.01013 (no unit)
Sharp-step transmission, normal: 0.6881 (no unit)
Same, wave integration: 0.6886 (no unit)
Soft-step width parameter: 0.10 nm
Soft-step transmission, normal: 0.9994 (no unit)
f with sharp-step reflection: 0.01069 (no unit)
Reflection result / classical f: 0.522 (no unit)
Oxide field: 1.0 MV/cm
Breakdown field (rough): 10 MV/cm
Field/breakdown field: 0.10 (no unit)
Optical permittivity (rough): 2.15 (relative)
Image-force lowering: 0.259 eV
Distance to barrier maximum: 1.29 nm
f with image-force lowering: 0.02466 (no unit)
Oxide mean free path (rough): 3.0 nm
Survival to barrier maximum: 0.650 (no unit)
Added f by tunnelling (WKB): 0.00087 (no unit)
Tunnelling addition / f: 0.043 (no unit)
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Change of f for E+kT: 0.00038 (no unit)
Metal mean free path (rough): 5.0 nm
Excitation depth: 5.0 nm
f with inelastic loss in metal: 0.00738 (no unit)
Loss result / classical f: 0.360 (no unit)
f averaged over flat energies: 0.00302 (no unit)
Flat-energy average / f: 0.147 (no unit)
OK
```
